# Choosing the number of Voigt elements in a linear Kramers-Kronig test

An impedance sweep on a doped-ceria ceramic is about to be fitted with an equivalent circuit, and the grain-boundary resistance from that fit will enter a conductivity calculation. First one must decide whether to use the sweep or to measure again. If the sample warmed while the frequency was being stepped, the points do not belong to one linear, stationary system, and a good circuit fit would not repair that.

Boukamp's linear test makes this decision by fitting a function that obeys the Kramers-Kronig relations by construction. What has to be designed is the number of elements and the reading of the residual.

## The function to be fitted

Let the time factor be $e^{+i\omega t}$ and let $Z=Z'+iZ''$ be measured at $N$ distinct frequencies $\omega_j>0$. The fitted function is

$$
Z_{\rm fit}(\omega)=R_0+\sum_{k=1}^{M}\frac{R_k}{1+i\omega\tau_k}.
$$

The distinct times $\tau_k$ are fixed beforehand, equally spaced in logarithm from $1/\omega_{\max}$ to $1/\omega_{\min}$. The coefficients are real and may be negative, since they serve as expansion coefficients and not as physical resistors.

With this sign convention, the relation to be satisfied is

$$
Z''(\omega)=\frac{2\omega}{\pi}\int_0^\infty
\frac{Z'(x)-Z'(\omega)}{x^2-\omega^2}\,dx .
$$

For one element, $Z'(x)=R/(1+x^2\tau^2)$, so

$$
Z'(x)-Z'(\omega)=
-\frac{R\tau^2(x^2-\omega^2)}{(1+x^2\tau^2)(1+\omega^2\tau^2)} .
$$

The factor $x^2-\omega^2$ cancels. Because $\int_0^\infty dx/(1+x^2\tau^2)=\pi/(2\tau)$, the right side becomes

$$
-\frac{2\omega}{\pi}\,\frac{R\tau^2}{1+\omega^2\tau^2}\,\frac{\pi}{2\tau}
=-\frac{R\omega\tau}{1+\omega^2\tau^2},
$$

which is the element's imaginary part. The constant $R_0$ gives zero on both sides, and the relation is linear, so the whole sum obeys it.

Fixing the times makes the fit linear. Divide the real and imaginary parts at each frequency by $|Z_j|$ and stack them into a vector $y$ of length $2N$. The columns of the matrix $A$ are the constant and the Voigt functions, weighted in the same way. The coefficients $c$ minimize $|y-Ac|^2$. An orthogonal factorization is preferable to the normal equations, because $A^TA$ has the square of the condition number of $A$.

## The naive stopping rule

A natural rule is to add elements until the root-mean-square residual equals the known noise, and then to accept the data. To see what it does, write $y=f+n$, where $f$ is the noise-free weighted spectrum and $n$ has independent components of zero mean and variance $\sigma^2$. The weights are treated as fixed.

Let $P$ be the orthogonal projector onto the columns of $A$, and $p=M+1$ their number, with $p\le 2N$. The fit is $Py$ and the residual is $(1-P)(f+n)$. The cross term averages to zero, and the mean of $|(1-P)n|^2$ is $\sigma^2\,{\rm tr}(1-P)=\sigma^2(2N-p)$. Therefore

$$
\frac{\langle {\rm RSS}\rangle}{\sigma^2}=2N-p+\lambda,\qquad
\lambda=\frac{|(1-P)f|^2}{\sigma^2}.
$$

Here RSS is the residual sum of squares. The number $\lambda$ measures whatever the elements cannot represent, whether through a real inconsistency or through too few elements.

The naive rule asks for ${\rm RSS}/\sigma^2=2N$. On average this means $\lambda=p$: for stationary data it stops while a systematic misfit remains. For inconsistent data it keeps adding elements, and each one removes $\sigma^2$ of noise from the residual even if it explains nothing.

A second sweep with the same $f$ and independent noise $n_2$ exposes the cost. Its difference from the first fit is $(1-P)f+n_2-Pn$. The three terms are uncorrelated, or orthogonal, so

$$
\frac{\langle|y_2-Py|^2\rangle}{\sigma^2}=2N+p+\lambda .
$$

The same $p$ that lowers the first residual raises the second. The error of the fitted curve relative to $f$ is $\lambda+p$ in these units. An added element is fitting mainly noise once it lowers $\lambda$ by less than one. Noise fitting thus begins with the first parameter; what changes with $M$ is whether the parameter also buys a better description.

## Where the test becomes empty

Suppose a real combination of the columns vanishes at all measured frequencies. As a function of $s=i\omega$ it has the form

$$
F(s)=\frac{q(s)}{\prod_{k=1}^{M}(1+s\tau_k)},
$$

where $q$ is a real polynomial of degree at most $M$. Since $q$ is real, zeros at $i\omega_j$ imply zeros at $-i\omega_j$, which makes $2N$ distinct zeros. If $M<2N$, the polynomial must vanish identically, and so must $F$. Multiplying $F$ by $1+s\tau_k$ and setting $s=-1/\tau_k$ then gives $R_k=0$ for each $k$, and finally $R_0=0$. The columns are independent.

At $M=2N-1$ there are $2N$ independent columns in a space of dimension $2N$. The fit passes through any data whatever, and $\lambda=0$ even for data that violate causality. Obeying the Kramers-Kronig relations at all frequencies does not constrain a finite list of points when enough coefficients are free.

As a test of this limit, the complex conjugate of the ceria spectrum below was fitted. With $N=25$, its rms misfit is 28% of $|Z|$ at $M=25$. At $M=49$, in 50-digit arithmetic, the largest error is about $10^{-43}$ of $|Z|$. The price is a largest coefficient of $8\times10^{11}$ ohm, for a sample whose impedance is at most about $4\times10^4$ ohm.

## What a slow drift leaves visible

Let the temperature rise by $\Delta T$ during a sweep from high to low frequency, linearly in $\ln\omega$, and let each reading be taken at one temperature. With $L=\ln(\omega_{\max}/\omega_{\min})$, the change in the data is, to first order,

$$
b(\omega)=\frac{\Delta T}{L}\,\frac{\partial Z}{\partial T}
\left(\ln\omega_{\max}-\ln\omega\right).
$$

Since $\ln(i\omega)=\ln\omega+i\pi/2$, we have $-\ln\omega=-\ln(i\omega)+i\pi/2$, and

$$
b=-\frac{\Delta T}{L}\frac{\partial Z}{\partial T}
\ln\frac{i\omega}{\omega_{\max}}
+i\frac{\pi}{2}\frac{\Delta T}{L}\frac{\partial Z}{\partial T}.
$$

For the relaxations considered here, the first term is analytic for ${\rm Re}\,s>0$ and real for positive real $s$. Its singularities lie on the negative real axis, where the Voigt poles also lie, so the elements can imitate it well. The second term is what the test can see, less any part that the elements also absorb. For this drift profile the test therefore responds to the slope per logarithmic frequency interval, and much of the drift itself passes as a legitimate spectrum. Warming that is steady in time can be concentrated at the low frequencies, where readings take longest, and this simple rule need not hold for it.

This was tested with a drift of 0.01 K at $M=25$: the residual predicted from the second term differs from the actual one by 1.0% in norm.

## A ceria sweep

Take a pellet 1 mm thick, of area 1 cm², at 473 K, with bulk conductivity $8\times10^{-6}$ S/cm and relative permittivity 28. Its bulk resistance is

$$
R_b=\frac{0.1\ {\rm cm}}{(8\times10^{-6}\ {\rm S/cm})(1\ {\rm cm^2})}
=12.5\ {\rm k\Omega},
$$

and its bulk capacitance is 24.8 pF. Grains of 1000 nm with electrical boundaries 5 nm wide, of the same permittivity and crossed in series, give a boundary capacitance $1000/5=200$ times larger, or 4.96 nF. The boundary resistance is set to $2R_b=25$ kΩ. The boundary arc is depressed, with the form $R/[1+(i\omega RC)^{0.9}]$.

There are 25 points from 10 Hz to 631 kHz, with noise of 0.2% of $|Z|$ in each component. In the second data set the sample warms by 1 K during the sweep. The resistances follow $R\propto T\exp(E/k_BT)$, with $E=0.75$ eV in the bulk and 0.90 eV at the boundaries; the capacitances stay fixed. The weights and the absolute noise are those of the stationary case in both sets.

In the table, $\lambda_s$ and $\lambda_d$ belong to the stationary and drifting data. "False alarm" is the probability that stationary data exceed the 95% limit of a chi-square distribution with $2N-p$ degrees of freedom. The last column is the rms residual expected for the drifting data, $\sigma\sqrt{(2N-p+\lambda_d)/2N}$.

| $M$ | $2N-p$ | $\lambda_s$ | $\lambda_d$ | False alarm | Drift rms |
|---:|---:|---:|---:|---:|---:|
| 13 | 36 | 96.5 | 156 | 1.000 | 0.39% |
| 16 | 33 | 17.9 | 85 | 0.593 | 0.31% |
| 19 | 30 | 3.16 | 74.1 | 0.112 | 0.29% |
| 25 | 24 | 0.083 | 71 | 0.051 | 0.28% |
| 37 | 12 | 0.00002 | 64.3 | 0.050 | 0.25% |
| 43 | 6 | 0.0000001 | 59.8 | 0.050 | 0.23% |
| 47 | 2 | 0.00000001 | 56 | 0.050 | 0.22% |
| 49 | 0 | 0 | 0 | no test | 0 |

At $M=13$ the test rejects everything, so a rejection there says nothing about drift. For stationary data the naive rule stops near $M=16$, where ${\rm RSS}/\sigma^2$ averages $33+17.9=50.9$, close to $2N=50$. A proper chi-square test would still reject these valid data more often than not.

From $M=19$ to 25, $\lambda_s$ falls by 3.1 while the noise carried by the fit grows by 6. The total curve error $\lambda_s+p$ rises from 23.2 to 26.1. Among the values in the table, 19 is best for describing the spectrum, and the six elements added between 19 and 25, taken together, fit mainly noise. For testing, $M=25$ is the better choice, because the remaining misfit no longer disturbs the false-alarm rate.

The drifting data show how overfitting misleads. At $M=43$ the rms residual is 0.23%, which looks like the known noise of 0.20%. But 44 parameters have been fitted to 50 numbers, and stationary data would leave $0.20\%\times\sqrt{6/50}=0.07\%$. Judged against the correct reference, the drift is still plain: the detection probability is 1.000 to three decimals at each listed $M$ from 19 to 47. Thus extra elements do not gradually blind a correctly normalized test to this particular drift. They blind the uncorrected residual, and at $M=49$ they end the test altogether.

Other violations fare worse. An error $d$ in a single component $j$ contributes $\lambda=(1-P_{jj})d^2/\sigma^2$ when the rest of the spectrum is well fitted. Since the $P_{jj}$ sum to $p$, the average over components is

$$
\overline{\lambda}=\left(1-\frac{p}{2N}\right)\frac{d^2}{\sigma^2}.
$$

For $d=5\sigma$ this is 12 at $M=25$ but 3 at $M=43$. On average over the components, isolated errors are absorbed in the same proportion as noise; at the first and last frequency they are absorbed much more strongly.

The size of the drift also needs care. The rms change of the data is 1.57% of $|Z|$, while the part left visible at $M=25$ is 0.24%. The boundary resistance itself falls by about 4.5% during the sweep, since $d\ln R/dT=1/T-E/k_BT^2$. A residual of a few tenths of a percent can therefore accompany an error of several percent, ten or more times larger, in the fitted boundary resistance.

The two expectation laws were tested with 4000 simulated pairs of stationary sweeps. At $M=25$ the mean misfit was 24.14 to the fitted sweep and 75.84 to the new one; the laws give 24.08 and 76.08. Weighting by the measured modulus changed the mean RSS by $-0.003\%$ in 300 fits at $M=13$.

## Choosing $M$ without knowing the answer

For real data $\lambda$ is unknown, but ${\rm RSS}/\sigma^2-(2N-p)$ estimates it without bias. Adding $p$ gives an estimate of the curve error,

$$
C=\frac{{\rm RSS}}{\sigma^2}-2N+2p,\qquad \langle C\rangle=\lambda+p,
$$

which is Mallows' criterion. It needs a ceiling on $M$. For the drifting data $\langle C\rangle$ is 94 at $M=19$ and 104 at $M=47$, but 50 at $M=49$. Interpolation does predict another sweep that drifts in the same way, and that is not the question being asked. A ceiling of $M=N$ leaves $N-1$ degrees of freedom. It is high enough here because both relaxation times lie inside the range of the $\tau_k$ and the noise is 0.2%. Since $\lambda\propto1/\sigma^2$, noise of 0.02% would raise $\lambda_s$ at $M=25$ from 0.083 to 8.3.

The signs of the coefficients give a second warning. Define

$$
\mu=1-\frac{\sum_{R_k<0}|R_k|}{\sum_{R_k>0}R_k}.
$$

Its median over 400 noisy stationary sweeps is 0.93 at $M=13$, 0.83 at 16, 0.66 at 19 and 0.13 at 25. Large cancelling coefficients therefore set in just where the consistency test becomes reliable. A stopping threshold near 0.85 would end the search around $M=16$ here, too early for this noise level. A low $\mu$ warns against interpreting the $R_k$; it does not by itself invalidate the residual test.

The noise must come from outside the residual under judgment. If it were estimated as ${\rm RSS}/(2N-p)$, the drift at $M=25$ would appear as noise of $0.20\%\times\sqrt{1+71/24}=0.40\%$, and the data would seem consistent. Two repeated sweeps supply

$$
s^2=\frac{|y_1-y_2|^2}{4N},
$$

because each of the $2N$ differences has variance $2\sigma^2$. Now fit the average sweep, whose noise variance is $\sigma^2/2$. For Gaussian noise the average and the difference are independent. If $\lambda$ is negligible,

$$
\mathcal F=\frac{2\,{\rm RSS}_{\rm avg}/(2N-p)}{s^2}
$$

follows an F distribution with $2N-p$ and $2N$ degrees of freedom. This assumes that the two sweeps share the same $f$. A change between them enlarges $s^2$ and can blind the test. If the sample above keeps warming, the second sweep is 1 K hotter at every point, $s$ becomes several times the true noise, and $\mathcal F$ passes the drifting data. The difference $y_1-y_2$ must therefore be examined first; a smooth trend in it is itself evidence of drift. Averaging also halves the noise variance and so doubles $\lambda$.

The resulting procedure is:

1. Measure at least two sweeps, compare them, and obtain $s^2$.
2. Build the weighted matrix for increasing $M\le N$ and solve by orthogonal factorization. If small singular values are discarded, use the retained rank for $p$.
3. Raise $M$ well past the minimum of $C$, if necessary up to the ceiling. The estimate of $\lambda$ scatters by at least $\sqrt{2(2N-p)}$, so it cannot show when $\lambda$ has become negligible. For the average sweep at $M=19$, $\lambda_s=6.3$ lies inside a scatter of about 8 or more, yet it raises the false-alarm rate clearly above 5%. For the average sweep, use $s^2/2$ in place of $\sigma^2$ in $C$. Choosing $M$ on the tested data can alter the nominal false-alarm rate. Separate sweeps avoid this selection effect, but the nominal rate still requires a negligible $\lambda$ at the chosen $M$.
4. Compare $\mathcal F$ with its limit and plot both residual components against $\ln\omega$. If the limit is exceeded at $M=N$, look for drift, nonlinearity or a missing term before adding elements. A relaxation outside the range of the $\tau_k$ is such a missing term. At 523 K the bulk time of this pellet falls to about 0.06 µs, below $1/\omega_{\max}=0.25$ µs, and valid stationary data are then almost always rejected at $M=N$. The times must be extended to cover such a relaxation before drift is blamed.

## Setting the model beside a real pellet

The ceria parameters are rough; conductivity and boundary resistance vary strongly with doping and preparation. The assumption most at risk is the absence of an electrode response. A series capacitance of 10 µF adds 4.3% of $|Z|$ at 10 Hz. It is a legitimate linear response, yet the chosen times represent it imperfectly: taken alone it leaves $\lambda=10.9$ at $M=25$. Chi-square with 24 degrees of freedom has standard deviation $\sqrt{48}=6.9$, so false alarms would become frequent. The cure is an extra column $1/(i\omega)$, counted in $p$.

A lead inductance of 1 µH contributes at most 0.05% and leaves $\lambda=0.001$ at $M=25$. A stray parallel capacitance of 1 pF changes the data by up to 3.1% but leaves $\lambda=0.0005$. The test passes it, as it should, although it biases the bulk capacitance by about $1/24.8=4\%$. The boundary resistance changes by 0.19% between neighbouring readings, comparable with the noise, so the assumption of one temperature per reading is an idealization; its effect within a reading was not computed.

A pass therefore supports using the sweep within the stated noise and frequency window. It does not certify that the electrodes, leads or slow drift have left the fitted resistances unbiased. The full set of computed values is in the numerical output.

## Computed results

```
temperature 473 K, warming 1.0 K per sweep
thickness 1.0 mm, area 1.0 cm2
conductivity 8.0e-06 S/cm, eps_r 28
grain 1000 nm, boundary 5 nm
activation: bulk 0.75 eV, boundary 0.90 eV
bulk R 12.50 kohm, C 24.79 pF
boundary R 25.00 kohm, C 4.958 nF, exponent 0.9
RC times: bulk 0.310 us, boundary 124.0 us
N = 25 points, 10 Hz to 631.0 kHz
tau range 0.252 us to 15.92 ms
|Z| at ends: 37.45 and 7.97 kohm
noise per component 0.20 % of |Z|
KK quadrature error 2.3e-16 of |Z|
M, dof, lam valid, lam drift, P(false alarm), P(detect), mu
 4 45 1.19e+05 1.18e+05 1.000 1.000 0.896
 7 42 5.67e+03 5.26e+03 1.000 1.000 0.913
10 39 393 429 1.000 1.000 0.972
13 36 96.5 156 1.000 1.000 0.927
16 33 17.9 85 0.593 1.000 0.829
19 30 3.16 74.1 0.112 1.000 0.655
25 24 0.083 71 0.051 1.000 0.130
31 18 0.00156 68 0.050 1.000 0.011
37 12 1.71e-05 64.3 0.050 1.000 0.001
43  6 1.1e-07 59.8 0.050 1.000 0.000
47  2 9.94e-09 56 0.050 1.000 0.000
49  0 3.53e-25 2.48e-25 no test left 0.000
misfit/sigma^2: M, same sweep (sim, law), new sweep (sim, law)
 7  5717.03 5715.05  5733.40 5731.05
13  132.14 132.51  160.20 160.51
25  24.14 24.08  75.84 76.08
37  12.01 12.00  87.72 88.00
simulated detection, M=13: 1.000
simulated detection, M=25: 1.000
measured-modulus weights shift RSS by -0.003 %
conjugate data, rms misfit M=13: 30.3 % of |Z|
conjugate data, rms misfit M=25: 28.0 % of |Z|
conjugate data, M=49: max error 1.2e-43 of |Z|
conjugate data, M=49: largest |R_k| 8.07e+11 ohm
drift, rms change of data 1.570 % of |Z|
drift, rms left visible at M=25 0.239 % of |Z|
pi/2 drift rule, relative error 0.99 %
neglected: max share of |Z| in %, lam at M=13, lam at M=25
lead 1 uH: 0.050 0.00711 0.000917
electrode 10 uF: 4.250 74 10.9
stray 1 pF: 3.084 1.46 0.000488
boundary R change between readings 0.186 %
nonlinearity at 50 mV, 1000 boundaries: 6.3e-08
```
